# Grid terms in Kohn–Sham nuclear gradients with atom-centred quadrature, part 1

(Sections cited here and not found follow in the second part.)

## What translation symmetry fixes

In the absence of an external field, moving every nucleus of a molecule by the same vector $\mathbf t$ cannot change its energy. An atom-centred quadrature keeps this symmetry exactly, however coarse it is, because its points are attached to the nuclei and its weights depend only on distances. If the computed energy obeys $E(\mathbf R_1+\mathbf t,\dots,\mathbf R_N+\mathbf t)=E(\mathbf R_1,\dots,\mathbf R_N)$, differentiation with respect to $\mathbf t$ at $\mathbf t=0$ gives $\sum_B dE/d\mathbf R_B=0$ for the true derivative of that computed energy.

The symmetry also constrains the form of the derivative. Each factor $X$ in the quadrature sum is a function $X(\mathbf r;\mathbf R)$ of a point $\mathbf r$ and of the $N$ nuclear positions, and it depends only on differences of these $N+1$ vectors, so $X(\mathbf r+\mathbf t;\mathbf R+\mathbf t)=X(\mathbf r;\mathbf R)$. Let $\nabla$ act on $\mathbf r$ and let $\partial_B$ be the derivative with respect to $\mathbf R_B$ at fixed $\mathbf r$. Differentiating with respect to $\mathbf t$ gives

$$\nabla X+\sum_B\partial_B X=0. \tag{1}$$

The derivatives $\partial_B X$ alone sum to $-\nabla X$, which is in general not zero at a grid point. A combination $\partial_B X+c_B\nabla X$ sums to $(\sum_B c_B-1)\nabla X$, and this vanishes for every $X$ only if $\sum_B c_B=1$. The symmetry leaves the individual $c_B$ open, and they follow from how the point moves: a point carried rigidly by one atom has $c_B=1$ for that atom and $c_B=0$ for the others. The summand is a product of two such factors, a weight and an integrand, and each has an explicit and a moving-point derivative, so the gradient has four terms.

## The energy and its assumptions

Hartree atomic units are used, so gradients $\mathbf g_B=dE/d\mathbf R_B$ are in hartree/bohr, and the force on nucleus $B$ is $-\mathbf g_B$. The system is a closed-shell Kohn–Sham molecule with real basis functions $\phi_\mu(\mathbf r-\mathbf R_{B(\mu)})$, each centred on a nucleus, a symmetric density matrix $P$, and $\rho=\sum_{\mu\nu}P_{\mu\nu}\phi_\mu\phi_\nu$. The energy is

$$E=\sum_{\mu\nu}P_{\mu\nu}h_{\mu\nu}+\tfrac12\sum_{\mu\nu\lambda\kappa}P_{\mu\nu}P_{\lambda\kappa}(\mu\nu|\lambda\kappa)+V_{nn}+E_{xc},$$

with the one- and two-electron integrals evaluated analytically. The exchange-correlation integrand is $f=\rho\,\varepsilon_{xc}(\rho,\sigma)$ with $\sigma=|\nabla\rho|^2$, and $v_\rho=\partial f/\partial\rho$, $v_\sigma=\partial f/\partial\sigma$. The local density approximation is the case $v_\sigma=0$.

A partition of unity, $\sum_A w_A(\mathbf r;\mathbf R)=1$, splits the integral as $\int f=\sum_A\int w_Af$, and each piece is summed on a spherical grid centred on atom $A$:

$$E_{xc}=\sum_g q_g\,w_{A(g)}(\mathbf r_g;\mathbf R)\,f(\mathbf r_g;\mathbf R,P),\qquad \mathbf r_g=\mathbf R_{A(g)}+\mathbf s_g. \tag{2}$$

Here $A(g)$ is the owner of point $g$, $\mathbf s_g$ its offset and $q_g$ its single-centre weight. The offsets and the $q_g$ are assumed independent of the geometry, which means that the grid orientation is fixed in space and the set of points does not change. The $w_A$ are assumed to be differentiable functions of distances. Equation (2), not the exact integral, defines the energy that is differentiated.

## The four terms at fixed density matrix

From $\mathbf r_g=\mathbf R_{A(g)}+\mathbf s_g$ with constant $\mathbf s_g$, the Jacobian $\partial r_{g,j}/\partial R_{B,i}$ equals $\delta_{A(g)B}\delta_{ij}$. The chain rule for any factor evaluated at a grid point is then

$$\frac{d}{d\mathbf R_B}X(\mathbf r_g;\mathbf R)=\partial_BX+\delta_{A(g)B}\nabla X. \tag{3}$$

The product rule applied to (2), with $q_g$ constant and (3) used for both $w$ and $f$, gives at fixed $P$

$$\frac{dE_{xc}}{d\mathbf R_B}\Big|_P=\mathbf G^{\rm basis}_B+\mathbf G^{\rm fmove}_B+\mathbf G^{\rm wexp}_B+\mathbf G^{\rm wmove}_B, \tag{4}$$

$$\mathbf G^{\rm basis}_B=\sum_g q_g w_{A(g)}\,\partial_Bf,\qquad \mathbf G^{\rm fmove}_B=\sum_{g\in B}q_g w_B\,\nabla f,$$

$$\mathbf G^{\rm wexp}_B=\sum_g q_g f\,\partial_Bw_{A(g)},\qquad \mathbf G^{\rm wmove}_B=\sum_{g\in B}q_g f\,\nabla w_B .$$

The explicit terms run over all points, and the moving-point terms run only over the points owned by $B$. The three terms beyond $\mathbf G^{\rm basis}$ are called grid terms below, and a gradient that omits all three is called naive.

## Derivatives of the integrand

Since $\phi_\mu$ depends on $\mathbf r-\mathbf R_{B(\mu)}$, its nuclear derivative is $\partial_{B,i}\phi_\mu=-\partial_i\phi_\mu$ for $\mu\in B$ and zero otherwise, where $\partial_i=\partial/\partial r_i$. In $\rho$ either factor may sit on $B$, and the symmetry of $P$ makes the two contributions equal:

$$\partial_{B,i}\rho=-2\sum_{\mu\in B}\sum_\nu P_{\mu\nu}\,\partial_i\phi_\mu\,\phi_\nu. \tag{5}$$

The derivatives $\partial_j$ and $\partial_{B,i}$ commute, so applying $\partial_j$ to (5) gives

$$\partial_{B,i}\partial_j\rho=-2\sum_{\mu\in B}\sum_\nu P_{\mu\nu}\left(\partial_i\partial_j\phi_\mu\,\phi_\nu+\partial_i\phi_\mu\,\partial_j\phi_\nu\right). \tag{6}$$

Any first derivative $\partial$ of $\sigma=\sum_j(\partial_j\rho)^2$ is $2\sum_j\partial_j\rho\,\partial(\partial_j\rho)$, and therefore

$$\partial_{B,i}f=v_\rho\,\partial_{B,i}\rho+2v_\sigma\sum_j\partial_j\rho\;\partial_{B,i}\partial_j\rho,\qquad \partial_if=v_\rho\,\partial_i\rho+2v_\sigma\sum_j\partial_j\rho\;\partial_i\partial_j\rho. \tag{7}$$

The spatial derivatives are $\partial_i\rho=2\sum_{\mu\nu}P_{\mu\nu}\partial_i\phi_\mu\phi_\nu$ and $\partial_i\partial_j\rho=2\sum_{\mu\nu}P_{\mu\nu}(\partial_i\partial_j\phi_\mu\phi_\nu+\partial_i\phi_\mu\partial_j\phi_\nu)$. These are (5) and (6) with the restriction $\mu\in B$ removed and the sign reversed. Every $\mu$ belongs to one atom, so summing (5) and (6) over $B$ removes the restriction, and (7) then gives $\sum_B\partial_Bf=-\nabla f$, which is (1) for $X=f$ and any symmetric $P$. The moving-point term needs no basis-function derivatives beyond those of the basis term.

## Derivatives of the Becke weights

For two atoms $C\ne D$ let $r_C=|\mathbf r-\mathbf R_C|$, $\mathbf u_C=(\mathbf r-\mathbf R_C)/r_C$, $\mathbf v=\mathbf R_C-\mathbf R_D$, $R_{CD}=|\mathbf v|$ and $\mu_{CD}=(r_C-r_D)/R_{CD}$. The triangle inequality gives $|\mu_{CD}|\le1$. With $p(\mu)=\tfrac32\mu-\tfrac12\mu^3$, $p_1=p(\mu)$, $p_2=p(p_1)$, $p_3=p(p_2)$, the Becke partition without atomic size adjustment is

$$s(\mu)=\tfrac12(1-p_3),\qquad \Pi_A=\prod_{D\ne A}s(\mu_{AD}),\qquad Z=\sum_C\Pi_C,\qquad w_A=\Pi_A/Z.$$

Since $p'(x)=\tfrac32(1-x^2)$, three applications of the chain rule give

$$s'(\mu)=-\tfrac12\left(\tfrac32\right)^3(1-\mu^2)(1-p_1^2)(1-p_2^2)=-\tfrac{27}{16}(1-\mu^2)(1-p_1^2)(1-p_2^2). \tag{8}$$

The elementary derivatives are $\nabla r_C=\mathbf u_C$, $\partial_Cr_C=-\mathbf u_C$, $\partial_CR_{CD}=\mathbf v/R_{CD}$ and $\partial_DR_{CD}=-\mathbf v/R_{CD}$. The quotient rule gives $\partial_C\mu_{CD}=-\mathbf u_C/R_{CD}-(r_C-r_D)\,\mathbf v/R_{CD}^3$, and $(r_C-r_D)/R_{CD}=\mu_{CD}$ shortens the second term. For $D$, the numerator contributes $-\partial_Dr_D=+\mathbf u_D$ and the denominator term changes sign. The results are

$$\partial_C\mu_{CD}=-\frac{\mathbf u_C}{R_{CD}}-\frac{\mu_{CD}\mathbf v}{R_{CD}^2},\qquad \partial_D\mu_{CD}=\frac{\mathbf u_D}{R_{CD}}+\frac{\mu_{CD}\mathbf v}{R_{CD}^2},\qquad \nabla\mu_{CD}=\frac{\mathbf u_C-\mathbf u_D}{R_{CD}}, \tag{9}$$

and $\partial_B\mu_{CD}=0$ for any third atom $B$. Let $\partial$ stand for either $\nabla$ or $\partial_B$. The product and quotient rules give

$$\partial\Pi_A=\sum_{D\ne A}s'(\mu_{AD})\,\partial\mu_{AD}\prod_{E\ne A,D}s(\mu_{AE}),\qquad \partial w_A=\frac{1}{Z}\Big(\partial\Pi_A-w_A\sum_C\partial\Pi_C\Big). \tag{10}$$

The second form follows from $\partial(\Pi_A/Z)=\partial\Pi_A/Z-\Pi_A\,\partial Z/Z^2$ and $\Pi_A/Z=w_A$. The three vectors in (9) add to zero, and (10) is linear in $\partial\mu$, so $\nabla w_A+\sum_B\partial_Bw_A=0$, which is (1) for the weights.

The only division in (10) is safe. The atom $C$ nearest to $\mathbf r$ has $\mu_{CD}\le0$ for all $D$. The polynomial $p$ is odd and increasing on $[-1,1]$ with $p(\pm1)=\pm1$, so $p_3\le0$ and $s\ge\tfrac12$, which gives the lower bound $Z\ge\Pi_C\ge2^{-(N-1)}$. The logarithmic form $\partial\Pi_A=\Pi_A\sum_D(s'/s)\,\partial\mu_{AD}$ needs a guard. Expanding, $p(1-\epsilon)=1-\tfrac32\epsilon^2+\tfrac12\epsilon^3$, so each iteration squares the distance from 1 at leading order, $s\propto\epsilon^8$, $s'\propto\epsilon^7$, and $s'/s\to-8/\epsilon$ becomes a division by zero in floating point near $\mu=1$. The same expansion shows that the derivatives stay continuous at a nucleus. As $\mathbf r\to\mathbf R_C$ the direction $\mathbf u_C$ is undefined, but it enters only multiplied by $s'(\mu_{CD})$ or $s'(\mu_{DC})$, and both vanish there because $\mu_{CD}\to-1$, $\mu_{DC}\to+1$ and $s'$ is even. A size adjustment $\nu=\mu+a(1-\mu^2)$ with constant $a$ replaces $s(\mu)$ by $s(\nu)$ and $s'(\mu)$ by $s'(\nu)(1-2a\mu)$ in (10), and leaves (1) intact; this variant is not part of the numerical check.

## Response of the density matrix and the analytic terms

Along the self-consistent surface $P$ depends on $\mathbf R$. Write $P=2CC^T$ with $C$ the matrix of occupied orbital coefficients, constrained by $C^TSC=1$, and let a prime denote the derivative with respect to one nuclear coordinate. Define $F$ by $\delta E=\operatorname{Tr}F\,\delta P$ at fixed geometry. Varying (2), with $\delta\rho=\sum\phi_\mu\phi_\nu\,\delta P_{\mu\nu}$ and $\delta\sigma=2\nabla\rho\cdot\nabla\delta\rho$, gives its exchange-correlation part

$$V^{xc}_{\mu\nu}=\sum_gq_gw_{A(g)}\left[v_\rho\phi_\mu\phi_\nu+2v_\sigma\nabla\rho\cdot\nabla(\phi_\mu\phi_\nu)\right],$$

on the same points and weights as the energy. With $P'=2(C'C^T+CC'^T)$, the cyclic property of the trace and the symmetry of $F$ give $\operatorname{Tr}FP'=4\operatorname{Tr}(C^TFC')$. At self-consistency $FC=SC\epsilon$ with $\epsilon$ diagonal, so $C^TF=\epsilon C^TS$ and $\operatorname{Tr}FP'=4\operatorname{Tr}(\epsilon Y)$ with $Y=C^TSC'$. Because $\epsilon$ is symmetric, $\operatorname{Tr}\epsilon Y=\tfrac12\operatorname{Tr}\epsilon(Y+Y^T)$, and the derivative of the constraint is $Y+Y^T=-C^TS'C$. Hence

$$\operatorname{Tr}FP'=-2\operatorname{Tr}(\epsilon\,C^TS'C)=-\operatorname{Tr}WS',\qquad W=2C\epsilon C^T=\tfrac12PFP. \tag{11}$$

The last equality holds because $\tfrac12PFP=2C(C^TFC)C^T$ and $C^TFC=\epsilon$. Equation (11) needs $P$ to be stationary for the quadrature (2) itself. With a $P$ converged on another grid, $FC=SC\epsilon$ fails at first order in the difference of the two density matrices, and the assembled gradient acquires an error of that order.

The remaining terms use $\partial_B\phi_\mu=-\nabla\phi_\mu$ again. Bra and ket contribute equally in the one-electron matrices, which gives a factor 2. The four positions of $(\mu\nu|\lambda\kappa)$ contribute equally, which gives $\tfrac12\cdot4=2$. The attraction operator $-Z_B/r_B$ inside $h$ also moves. The integral $\langle\mu|r_B^{-1}|\nu\rangle$ is unchanged when operator and both functions are shifted together, so its derivative with respect to the operator centre is minus the two basis derivatives, $\langle\nabla\mu|r_B^{-1}|\nu\rangle+\langle\mu|r_B^{-1}|\nabla\nu\rangle$. With $\hat h$ the kinetic plus nuclear-attraction operator, the analytic part of the gradient is

$$\mathbf g^{\rm an}_B=-2\sum_{\mu\in B,\nu}P_{\mu\nu}\Big[\langle\nabla\mu|\hat h|\nu\rangle+\sum_{\lambda\kappa}P_{\lambda\kappa}(\nabla\mu\,\nu|\lambda\kappa)\Big]-2Z_B\sum_{\mu\nu}P_{\mu\nu}\langle\nabla\mu|r_B^{-1}|\nu\rangle$$

$$\qquad+\,2\sum_{\mu\in B,\nu}W_{\mu\nu}\langle\nabla\mu|\nu\rangle-\sum_{A\ne B}Z_AZ_B\frac{\mathbf R_B-\mathbf R_A}{R_{AB}^3}, \tag{12}$$

where the $W$ term is (11) with its two minus signs combined, and the full gradient $\mathbf g_B$ is (12) plus (4).

## The net force

Each point has exactly one owner, so $\sum_B\delta_{A(g)B}=1$. Summing (3) over $B$ and using (1) gives $\sum_B\partial_BX+\nabla X=0$ at every point, separately for $X=f$ and $X=w_{A(g)}$. Multiplying by $q_gw_{A(g)}$ or by $q_gf$ and summing over $g$ gives

$$\sum_B\left(\mathbf G^{\rm basis}_B+\mathbf G^{\rm fmove}_B\right)=0,\qquad \sum_B\left(\mathbf G^{\rm wexp}_B+\mathbf G^{\rm wmove}_B\right)=0. \tag{13}$$

Every analytic integral is unchanged when all centres are shifted by $\mathbf t$, as the substitution $\mathbf r\to\mathbf r+\mathbf t$ shows, and $V_{nn}$ depends on distances. The derivatives of each integral therefore sum to zero over $B$, and (12) is a combination of such derivatives with coefficients $P$, $PP$ and $W$ that do not depend on $B$. Thus $\sum_B\mathbf g_B=0$ to rounding error. No property of $q_g$ or $\mathbf s_g$ was used beyond their independence of the geometry, and stationarity was not used, so the result holds for any atom-centred grid of the form (2) and any symmetric $P$ and $W$, provided $f$ is defined and differentiable at the grid points.

For the same reason a vanishing net force is necessary for a correct gradient but not sufficient. It cannot detect an unconverged or mismatched $P$. It cannot detect the omission of both weight terms, since the two sums in (13) vanish separately. Equation (1) also allows the derivative of a point's contribution with respect to its own atom to be written as

$$\partial_AX+\nabla X=-\sum_{B\ne A}\partial_BX,\qquad A=A(g),$$

which removes $\nabla w$ and $\nabla f$ from the code. An exchange-correlation gradient built this way sums to zero over the atoms by construction, whatever errors the $\partial_BX$ contain, so the net force does not test it and it should be compared with differenced energies.

The proof fails when one of its steps fails: basis functions fixed in space break (1) for $f$, grid points fixed in space have no owner and break (3), and a position-dependent external potential breaks the shift invariance of the one-electron integrals. The conclusion can survive such a failure: in a uniform electric field the forces on the electrons and on the nuclei of a neutral molecule cancel, and the net force is still zero. Dropping points by a threshold on $w$ or $\rho$ preserves the symmetry, since the criterion is itself invariant, but it makes $E$ discontinuous where a point crosses the threshold. To first order in the point's weight, the jump is the size of its contribution.

The gradient of the quadrature energy is now complete as (12) plus (4), and its net force vanishes on any atom-centred grid of the form (2), though a vanishing net force does not prove a gradient correct. What remains is the error made by omitting grid terms, their limit under refinement, the net torque, and a numerical check on water.
